Corrugation-reducing interpolation of a diatomic molecule's energy at a surface

Let E be the interaction energy of a diatomic molecule with a rigid surface, W the sum of the two atom-surface potentials, and P a linear interpolation from a fixed set of nodes. The corrugation-reducing procedure estimates E by

Ê = W + P(E − W).

The estimate agrees with E at every node, and between nodes its error is

Ê − E = (P − 1)(E − W),

whereas direct interpolation has the error (P − 1)E. The procedure therefore gains accuracy where E − W is easier to interpolate than E. On the model surface treated below it reduces the root-mean-square (RMS) error from 11.6 to 0.86 meV (1.12 to 0.083 kJ/mol) with the same 4620 molecular energies. Far from the surface of this model the gain in lateral and angular accuracy reverses, for a reason that can be derived and that depends on one parameter of the model.

**Two nodes, by hand**

Let x be a lateral coordinate with period 2π, with a surface atom at x = 0 and a hollow at x = π. Energies are known at these two points only. Interpolate with

Pf(x) = f(0)(1 + cos x)/2 + f(π)(1 − cos x)/2.

At x = 0 the weights are 1 and 0, and at x = π they are 0 and 1, so the nodes are reproduced. A constant and cos x are reproduced everywhere. The function cos 2x is not: it equals 1 at both nodes, so P turns it into the constant 1, with the error

1 − cos 2x = 2 sin²x.

Now take, in arbitrary units,

E = 5 + 4 cos x + cos 2x,
W = 1 + 3 cos x + (3/4) cos 2x.

The node energies are E(0) = 10 and E(π) = 2. Halfway between them direct interpolation gives (10 + 2)/2 = 6, but the true value is E(π/2) = 5 − 1 = 4. The error is 2. It comes entirely from the term cos 2x, which P replaces by 1; the terms 5 and 4 cos x are reproduced exactly.

For the reduced estimate, W(0) = 19/4 and W(π) = −5/4. The node residuals are 10 − 19/4 = 21/4 and 2 + 5/4 = 13/4, with the mean 17/4. Adding W(π/2) = 1/4 gives 18/4 = 4.5. The error is 0.5, four times smaller.

If a and b are the coefficients of cos 2x in E and W, the two errors are 2a sin²x and 2(a − b) sin²x. The gain is

|a| / |a − b|,

which exceeds one when 0 < b/a < 2. The reference need not be accurate, but it must contain the unresolved part of E with the right sign and less than twice the right size. If E is smooth and W is not, subtraction does harm.

**The general identity**

Write P through cardinal functions Lₙ, each equal to 1 at its own node and 0 at the others:

Pf(q) = Σₙ f(qₙ) Lₙ(q).

At a node, Pf = f for any f, hence Ê = W + (E − W) = E. Elsewhere,

Ê − E = W + P(E − W) − E = P(E − W) − (E − W) = (P − 1)(E − W).

Neither line uses any property of W. They do require that the function added back be the one subtracted. If W₁ is subtracted and W₂ added, the error becomes (P − 1)(E − W₁) + (W₂ − W₁), and the second term survives at the nodes. When the atomic potential is itself interpolated from computed energies, that same interpolated function must serve in both places.

**A model surface with known energies**

Measuring the error requires E between the nodes, so a closed formula is used for it. The surface is a square lattice of atoms at height zero with lattice constant 2.8 Å. An atom at distances dᵢ from the surface atoms has

R = D Σᵢ exp[−2β(dᵢ − d₀)],
T = 2D Σᵢ exp[−β(dᵢ − d₀)],
w = R − T,

with D = 0.6 eV, β = 1.5 Å⁻¹ and d₀ = 1.8 Å. These are round model values and describe no particular material.

The molecule is homonuclear, with its centre of mass at (X, Y, Z), bond length r, polar angle θ from the surface normal and azimuth φ. From here on, R and T denote the sums of these atomic quantities over the two atoms A and B, so that W = R − T. A share f = 0.7 of the attraction is treated as exchange, which competes with the exchange J of the molecular bond:

S = fT,
J = 2Dₘ exp[−γ(r − rₘ)],
Q = √(J² − JS + S²),

with Dₘ = 4.7 eV, γ = 1.9 Å⁻¹ and rₘ = 0.75 Å. The London-type total energy is defined as

V = R − (1 − f)T + Uₘ − Q, where Uₘ = Dₘ exp[−2γ(r − rₘ)].

Without the surface, S = 0 and Q = J, so the free bond has energy Uₘ − J. Removing this known curve, for both interpolation methods alike, leaves

E = R − (1 − f)T + J − Q.

When the bond is stretched until J → 0, Q → S = fT and E → R − T = W. The molecule becomes two independent atoms, as it should.

**Why the residual is smooth near the wall**

Subtract W from E:

I = E − W = [R − (1 − f)T + J − Q] − [R − T] = fT + J − Q = S + J − Q.

The repulsion R has cancelled. To see how I depends on S at fixed r, differentiate:

dI/dS = 1 − (2S − J)/(2Q).

Since 4Q² = 4S² − 4SJ + 4J² = (2S − J)² + 3J², the fraction is smaller than one in magnitude, and I increases with S. It starts at I = J − J = 0 for S = 0. For large S,

Q = S√(1 − J/S + J²/S²) = S − J/2 + O(J²/S),

so I tends to 3J/2. Hence

0 ≤ I ≤ 3J/2.

With u = 2S − J, the fraction is u/√(u² + 3J²), which increases with u. The slope dI/dS therefore falls steadily from 3/2 at S = 0 towards zero. However steep the wall, the residual follows only the gentler function S, and it saturates.

At Z = 1.00 Å and r = 0.75 Å, the node values of E run from 1.05 to 17.32 eV. Those of I run from 5.04 to 8.34 eV, below the bound of 14.10 eV. The range shrinks from 16.27 to 3.30 eV.

The complete cancellation of R is a property of this model and favours the method. If the true repulsion contained a part that is not a sum over the two atoms, that part would remain in the residual.

**Symmetry-adapted functions**

Three operations leave E unchanged:

- quarter turn: (X, Y, φ) → (−Y, X, φ + π/2)
- mirror: (Y, φ) → (−Y, −φ)
- atom exchange: (θ, φ) → (π − θ, φ + π)

The first two generate eight operations, and exchange doubles them to sixteen. Position and orientation must be transformed together, because turning the position alone generally changes the energy of a tilted molecule.

A small case shows how symmetry enters. On a ring with four nodes at 0, π/2, π and 3π/2, the cardinal functions are

Lₖ = [1 + 2 cos(x − xₖ) + cos 2(x − xₖ)]/4.

The mirror x → −x exchanges the nodes π/2 and 3π/2, so their energies are equal and only the sum of their functions is needed. The terms 2 cos(x − xₖ) become 2 sin x and −2 sin x and cancel. The terms cos 2(x − xₖ) are each −cos 2x. The sum is (1 − cos 2x)/2, an even function. Four nodes now require three energies.

For an even number n of equidistant nodes, define

Kₙ(u; s) = (1/n)[1 + 2 Σₘ sᵐ cos(mu) + s^(n/2) cos(nu/2)], m = 1, …, n/2 − 1.

For s = 1 and u = 2πp/n with integer p, this is the mean of the n successive powers exp(imu), m = −n/2 + 1, …, n/2. By the geometric sum it is 1 if p is a multiple of n and 0 otherwise. The lateral functions are products of two such kernels, with s = 1 and u = 2π(X − Xₐ)/2.8 Å, and likewise for Y.

For the angles, let cos θⱼ be Gauss-Legendre points, which lie symmetrically about zero and avoid the poles. Let ℓⱼ(cos θ) be the polynomial that is 1 at point j and 0 at the other points. Use

Aⱼₖ(θ, φ) = ℓⱼ(cos θ) Kₙ(φ − φₖ; sin θ/sin θⱼ).

At a node with a different polar angle, ℓⱼ vanishes. At the same polar angle, s = 1 and K selects the azimuth. At a pole s = 0, and every term that depends on φ disappears, as it must where φ has no meaning.

Each operation g maps the node set onto itself. The kernels are even in u, and the polar points are symmetric, so Lₘ(gq) = Lₙ(q) when g carries node n to node m. Collect all nodes related by symmetry into an orbit O and define

F_O(q) = Σ Lₙ(q), n in O.

Replacing q by gq only permutes the terms of this sum, hence F_O(gq) = F_O(q). One energy per orbit is enough, and the interpolated energy has the full symmetry. The reference W must have it too.

The coarse grid has 4 × 4 lateral, 5 polar and 8 azimuthal nodes, 640 in all. They form 60 orbits, more than 640/16 = 40, because some nodes are left in place by some operations and so have smaller orbits.

**The algorithm**

Bond length and height are handled by cubic cardinal splines σₐ(r) and τ_b(Z) with not-a-knot ends (natural ends lower the gain reported below from 13.5 to about 10), with 7 nodes from 0.60 to 1.50 Å and 11 nodes from 1.00 to 3.50 Å. The procedure is:

1. Choose one representative geometry for each orbit O, at every node rₐ and Z_b. This gives 60 × 7 × 11 = 4620 geometries.
2. Compute E there, subtract W, and store the residuals I(O, a, b).
3. At a requested geometry, evaluate Î = Σ I(O, a, b) F_O σₐ(r) τ_b(Z), summed over O, a and b.
4. Evaluate W at the requested geometry and return Ê = W + Î.

Direct interpolation is the same procedure with W = 0.

**One geometry in full**

Take X = 0.95, Y = 1.20, Z = 1.30 and r = 0.80 Å, with θ = 75° and φ = 20°. The atomic potentials are −1.6527 and −1.7123 eV, so

W = −1.6527 − 1.7123 = −3.3650 eV.

With S = 3.3396 and J = 8.5481 eV,

Q = √(73.070 − 28.547 + 11.153) = 7.462 eV,
I = 3.340 + 8.548 − 7.462 = 4.426 eV,
E = −3.365 + 4.426 = 1.061 eV.

The interpolated residual is 4.4297 eV, which gives Ê = −3.3650 + 4.4297 = 1.0647 eV. This is 3.7 meV above the model energy. Direct interpolation gives 1.0896 eV, which is 28.5 meV too high.

**Measured gain**

The errors were measured at random geometries, uniform in all coordinates and in solid angle. Those with a total energy less than 2 eV above the free-molecule minimum were kept, 2551 of 4000. All errors are relative to the model energy.

On the coarse grid the RMS error falls from 11.6 to 0.86 meV, a gain of 13.5, and the largest error from 160 to 12 meV. The median improves less, from 0.13 to 0.06 meV. The benefit is thus concentrated in the geometries with large errors. Direct interpolation is already within 30 meV at 97.6% of the points, and the few remaining points account for most of its mean squared error.

A finer grid, with 8 × 8 lateral, 7 polar and 8 azimuthal nodes, needs 21098 energies. On this sample direct interpolation then reaches an RMS error of 0.87 meV, about what the reduced procedure achieves with 4620. By this measure the subtraction saves a factor of 4.6 in molecular energies, not counting the cost of the atomic potential. The factor is only a rough guide: a few geometries with large errors dominate the RMS error of direct interpolation, which therefore changes noticeably from one random sample to another. On other samples of the same size it lies between about 0.85 and 1.8 meV on the fine grid, while the reduced error on the coarse grid stays between 0.8 and 0.9 meV, so the saving tends to be larger than 4.6. On the fine grid the reduced procedure reaches 0.10 meV.

**A wrong reference**

Suppose the atomic potential is in error: D is 5% too large and d₀ is 0.02 Å too long. The factor exp(2β × 0.02 Å) = exp(0.06) multiplies R, and exp(0.03) multiplies T. The reference becomes

W′ = 1.05 exp(0.06) R − 1.05 exp(0.03) T ≈ 1.115R − 1.082T,

and the residual becomes

E − W′ ≈ I − 0.115R + 0.082T.

About a ninth of the wall returns, with reversed sign. Nevertheless the RMS error stays small: 0.79 meV on this sample, against 0.86 meV with the correct reference and 11.6 meV with direct interpolation. The largest error rises from 12 to 16 meV. The small difference in RMS does not rank the two references, because a few geometries with large errors dominate it and another random sample can reverse the order. Since P is linear, the errors of the three terms add, and the wall contributes only about a ninth of its own interpolation error. The added error is the difference between the errors obtained with the wrong and the correct reference. Its RMS value on this sample is therefore at most 0.79 + 0.86 = 1.65 meV, well below the 11.6 meV of direct interpolation. Its actual value is about 1.3 meV, larger than either total. The total stays near 0.8 meV only because the interpolation errors of I and R largely have the same sign, so that the wall, returning with reversed sign, partly cancels the error of I. This sign is the favourable one: an added error of the same size and opposite sign would raise the RMS error to about 2.1 meV, still well below that of direct interpolation.

**Where the subtraction hurts**

Far from the surface S is much smaller than J. With s = S/J, expand the root to second order:

√(1 − s + s²) = 1 + (−s + s²)/2 − s²/8 + … = 1 − s/2 + 3s²/8 + …

Thus Q ≈ J − S/2. Inserting this to first order in S = fT gives

E ≈ R − (1 − f)T + fT/2 = R + (3f/2 − 1)T,
I ≈ fT + fT/2 = (3f/2)T.

R decays faster than T, both in its lateral mean and in its lateral variation, and drops out. Both E and I are then proportional to T, so at fixed r and Z their interpolation errors are the same multiples of the interpolation error of T. The gain tends to

|3f/2 − 1| / (3f/2) = 0.05/1.05 = 0.048 for f = 0.7.

In this model the limit is below one whenever f > 1/3. For f = 0.7 the distant molecule has E ≈ 0.05T, whereas two free atoms have W ≈ −T. The subtraction therefore leaves a residual, 1.05T, that varies with position and orientation about twenty times more strongly than E itself.

A scan at r = 0.75 Å, with the node energies computed anew at each scanned height so that nothing is interpolated in r or Z, isolates the lateral and angular error. The gain is 11.7 at Z = 1.0 Å, 4.7 at 2.0 Å, 1.8 at 3.0 Å and 0.91 at 3.5 Å, so it passes through one between the last two heights. At 8.0 Å it is 0.049, close to the derived limit. The loss is small in absolute terms: at 3.5 Å the RMS lateral and angular error of either method is below 0.002 meV. Interpolation in r and Z, which this scan leaves out, adds to the errors of the full procedure.

One could multiply W by a smooth function h(Z) that falls from one to zero. The node property holds for any reference, so it survives, and the error becomes (P − 1)(E − hW). This does not guarantee a gain: the splines in Z must then also follow the variation of h, which is multiplied by the full size of W. The variant was not measured here and would have to be tested before use.

The numerical output below gives the remaining entries of the scan and the error statistics. The gains belong to this model, these grids and this energy window. For another system, E can be computed at some geometries off the grid and both estimates compared with it there.

Numbers as computed

```
lattice constant 2.8 A; pair depth 0.6 eV, beta 1.5 1/A, d0 1.8 A
molecule: depth 4.7 eV, gamma 1.9 1/A, r_m 0.75 A; share f 0.7
r nodes 0.60 to 1.50 A: 7; Z nodes 1.00 to 3.50 A: 11
coarse grid (n_xy, n_theta, n_phi) (4, 5, 8): 640 nodes, 60 orbits per (r,Z), 4620 energies in all
fine grid (n_xy, n_theta, n_phi) (8, 7, 8): 3584 nodes, 274 orbits per (r,Z), 21098 energies in all
node range at Z=1.00 A, r=0.75 A: E 1.049 to 17.323 eV
  residual 5.044 to 8.341 eV; upper bound 3J/2 = 14.100 eV
random geometries kept: 2551 of 4000; cutoff 2.0 eV above free-molecule minimum
wrong reference: depth times 1.05, d0 plus 0.02 A
6D errors in meV: RMS, median |error|, max |error|, % below 30 meV
  direct            11.61     0.128     160.2   97.6
  reduced            0.86     0.059      11.7  100.0
  wrong ref          0.79     0.045      15.9  100.0
  direct fine        0.87     0.029      19.4  100.0
  reduced fine       0.10     0.021       1.0  100.0
RMS gain coarse 13.49, fine 8.67, wrong reference 14.68
coarse RMS in kJ/mol: direct 1.12, reduced 0.083
fixed r=0.75 A, coarse: Z/A, points, direct and reduced RMS/meV, gain
  1.0   386   4.538e+01   3.873e+00   11.716
  1.5  1644   1.598e+01   2.056e+00    7.774
  2.0  2000   1.784e+00   3.827e-01    4.663
  2.5  2000   1.492e-01   5.065e-02    2.946
  3.0  2000   1.309e-02   7.351e-03    1.781
  3.5  2000   1.460e-03   1.601e-03    0.912
  5.0  2000   9.688e-06   4.647e-05    0.208
  8.0  2000   3.479e-08   7.108e-07    0.049
predicted far limit of the gain: 0.0476
example: X=0.95 Y=1.20 Z=1.30 r=0.80 A, theta=75 phi=20 degrees
  atom A potential -1.6527 eV, atom B potential -1.7123 eV, sum W -3.3650 eV
  S 3.3396 eV, J 8.5481 eV
  residual: model 4.4260 eV, interpolated 4.4297 eV
  energy E: model 1.0611 eV, reduced 1.0647 eV, direct 1.0896 eV
  errors: reduced 3.65 meV, direct 28.53 meV
```
